# Recursive Green functions for block-tridiagonal devices, with error analysis

## Result

For a device cut into $N$ layers of $M$ orbitals, with coupling between neighbouring layers only, two sweeps along the device give the diagonal blocks of the retarded and lesser Green functions. The forward sweep is

$$g_i=\left(D_i-\tau_{i-1}^\dagger g_{i-1}\tau_{i-1}\right)^{-1},\qquad g_i^<=g_i\left(\Sigma_i^<+\tau_{i-1}^\dagger g_{i-1}^<\tau_{i-1}\right)g_i^\dagger, \tag{1}$$

starting from $g_1=D_1^{-1}$ and $g_1^<=g_1\Sigma_1^<g_1^\dagger$. The backward sweep starts from $G_{NN}=g_N$, $G^<_{NN}=g^<_N$ and uses $W_i=g_i\tau_iG_{i+1,i+1}\tau_i^\dagger$:

$$G_{ii}=g_i+W_ig_i, \tag{2}$$

$$G_{ii}^<=g_i^<+W_ig_i^<-(W_ig_i^<)^\dagger+g_i\tau_iG^<_{i+1,i+1}\tau_i^\dagger g_i^\dagger, \tag{3}$$

$$G_{i+1,i}^<=G_{i+1,i+1}\tau_i^\dagger g_i^<+G^<_{i+1,i+1}\tau_i^\dagger g_i^\dagger . \tag{4}$$

Equation (4) supplies the currents. In a plain ordering the work is $(16N-13)M^3$ scalar multiplications and divisions, and $(14N-11)M^3$ if two repeated products are reused: linear in length, cubic in cross-section.

The symbols are as follows, in atomic units with $\hbar=1$. The orbitals are orthonormal and $E$ is real. The matrix $A=E-H-\Sigma^R$ has diagonal blocks $D_i=E-H_{ii}-\Sigma_i^R$ and off-diagonal blocks $A_{i,i+1}=-\tau_i$, $A_{i+1,i}=-\tau_i^\dagger$, where $\tau_i=H_{i,i+1}$. The full functions are $G=A^{-1}$ and $G^<=G\Sigma^<G^\dagger$. Both self-energies are block diagonal: contacts act on the end layers, and scattering, if present, is local to a layer. A retarded self-energy between neighbouring layers keeps the form of (1)–(3) but replaces $\tau_i$ and $\tau_i^\dagger$ by two independent blocks $u_i=-A_{i,i+1}$ and $l_i=-A_{i+1,i}$, in the lesser terms as well as the retarded ones: (1) then contains $l_{i-1}g_{i-1}u_{i-1}$ and $l_{i-1}g_{i-1}^<l_{i-1}^\dagger$, $W_i=g_iu_iG_{i+1,i+1}l_i$, and the last term of (3) is $g_iu_iG^<_{i+1,i+1}u_i^\dagger g_i^\dagger$. A lesser self-energy between layers would add terms to the lesser recursion, and a retarded self-energy reaching beyond neighbouring layers would destroy the block-tridiagonal form of $A$. Finally, $\Sigma^<$ is anti-Hermitian, and hence so is $G^<$.

## Forward sweep

Let $A^{(i)}$ be the part of $A$ belonging to layers $1,\dots,i$. Assume that each $A^{(i)}$ is invertible. Write $g_{ik}$ for the block $(i,k)$ of its inverse and $g_i=g_{ii}$. These functions describe a device cut off after layer $i$. Separate the last layer:

$$A^{(i)}=\begin{pmatrix}P&-t\\-t^\dagger&D_i\end{pmatrix},\qquad P=A^{(i-1)}.$$

The only nonzero block of $t$ is $\tau_{i-1}$, in its last row. Let $X$ be the upper part of the last column of the inverse. The two rows of $A^{(i)}(A^{(i)})^{-1}=1$ give

$$PX-tg_i=0,\qquad -t^\dagger X+D_ig_i=1.$$

Thus $X=P^{-1}tg_i$ and $(D_i-t^\dagger P^{-1}t)g_i=1$. Since $t$ touches only layer $i-1$, $t^\dagger P^{-1}t=\tau_{i-1}^\dagger g_{i-1}\tau_{i-1}$. This is the first part of (1).

For the last row of the inverse, with left part $Y$, the product in the other order gives $YP-g_it^\dagger=0$. Hence, for $k<i$,

$$g_{ik}=g_i\tau_{i-1}^\dagger g_{i-1,k}. \tag{5}$$

The block $g_{i-1,k}$ belongs to the device cut after layer $i-1$. The lesser function of the cut device is a sum over source layers:

$$g_i^<=\sum_{k\le i}g_{ik}\Sigma_k^<g_{ik}^\dagger
=g_i\Sigma_i^<g_i^\dagger+g_i\tau_{i-1}^\dagger\Big(\sum_{k<i}g_{i-1,k}\Sigma_k^<g_{i-1,k}^\dagger\Big)\tau_{i-1}g_i^\dagger .$$

The bracket is $g_{i-1}^<$, which proves the second part of (1).

## Backward sweep

Now divide the full device between layers $i$ and $i+1$, and call the parts $L$ and $R$:

$$A=\begin{pmatrix}P&-t\\-t^\dagger&Q\end{pmatrix},\qquad P=A^{(i)},$$

where the only nonzero block of $t$ is now $\tau_i$. From $AG=1$ and $GA=1$,

$$PG_{LR}-tG_{RR}=0,\qquad PG_{LL}-tG_{RL}=1,\qquad G_{RL}P-G_{RR}t^\dagger=0.$$

Multiply by $P^{-1}$ and read off the blocks at the boundary:

$$G_{ik}=g_i\tau_iG_{i+1,k}\quad(k>i), \tag{6}$$

$$G_{ik}=g_{ik}+g_i\tau_iG_{i+1,k},\qquad G_{i+1,k}=G_{i+1,i+1}\tau_i^\dagger g_{ik}\quad(k\le i). \tag{7}$$

Combining the two parts of (7) gives $G_{ik}=(1+W_i)g_{ik}$ for $k\le i$. The choice $k=i$ is (2).

For the lesser function, sources on the two sides must be kept apart. Let

$$K=\sum_{k>i}G_{i+1,k}\Sigma_k^<G_{i+1,k}^\dagger .$$

By (7), sources on the left add $G_{i+1,i+1}\tau_i^\dagger g_i^<\tau_iG_{i+1,i+1}^\dagger$ in layer $i+1$, so

$$K=G_{i+1,i+1}^<-G_{i+1,i+1}\tau_i^\dagger g_i^<\tau_iG_{i+1,i+1}^\dagger. \tag{8}$$

In layer $i$, the two groups of sources give

$$G_{ii}^<=(1+W_i)g_i^<(1+W_i)^\dagger+g_i\tau_iK\tau_i^\dagger g_i^\dagger .$$

Insert (8). Its second term becomes $-W_ig_i^<W_i^\dagger$ and cancels the quadratic term of the first product. What remains is

$$G_{ii}^<=g_i^<+W_ig_i^<+g_i^<W_i^\dagger+g_i\tau_iG_{i+1,i+1}^<\tau_i^\dagger g_i^\dagger .$$

Because $(g_i^<)^\dagger=-g_i^<$, the third term equals $-(W_ig_i^<)^\dagger$, and (3) follows. The cancellation reflects that $G^<_{i+1,i+1}$ already contains electrons injected from the left.

For neighbouring layers the same separation gives

$$G_{i+1,i}^<=G_{i+1,i+1}\tau_i^\dagger g_i^<(1+W_i)^\dagger+K\tau_i^\dagger g_i^\dagger .$$

Since $W_i^\dagger=\tau_iG_{i+1,i+1}^\dagger\tau_i^\dagger g_i^\dagger$, the second term of (8) removes the part containing $W_i^\dagger$. This leaves (4).

## Density, current and continuity

With $G^<_{ab}(t,t)=i\langle c_b^\dagger c_a\rangle$, the electron number in layer $i$ per spin and energy is $-i\,\mathrm{Tr}\,G_{ii}^</2\pi$. The density of states is $-\mathrm{Im}\,\mathrm{Tr}\,G_{ii}/\pi$.

Let $a$ label orbitals in layer $i$ and $b$ orbitals in layer $i+1$. The bond Hamiltonian is $\sum_{ab}(\tau_{ab}c_a^\dagger c_b+\tau_{ab}^*c_b^\dagger c_a)$. Its first term removes an electron from layer $i+1$ and its second adds one. The equation of motion $\dot N_{i+1}=i[H,N_{i+1}]$ therefore gives a bond contribution $i(z-z^*)=-2\,\mathrm{Im}\,z$, with $z=\sum_{ab}\tau_{ab}\langle c_a^\dagger c_b\rangle=-i\,\mathrm{Tr}\,\tau_iG^<_{i+1,i}(t,t)$. Hence the particle current to the right, resolved in energy, is

$$j_i=2\,\mathrm{Re}\,\mathrm{Tr}\left[\tau_iG_{i+1,i}^<\right], \tag{9}$$

to be integrated with $dE/2\pi$ for each spin.

A balance check follows from $AG^<=\Sigma^<G^\dagger$, whose block $(i,i)$ is

$$D_iG_{ii}^<-\tau_{i-1}^\dagger G_{i-1,i}^<-\tau_iG_{i+1,i}^<=\Sigma_i^<G_{ii}^\dagger .$$

Take twice the real part of the trace. The Hermitian part $E-H_{ii}$ drops out, because its product with an anti-Hermitian matrix has an imaginary trace. Anti-Hermiticity also gives $2\,\mathrm{Re}\,\mathrm{Tr}\,\tau_{i-1}^\dagger G_{i-1,i}^<=-j_{i-1}$. With $\Gamma_i=i(\Sigma_i^R-\Sigma_i^{R\dagger})$, the two remaining traces are

$$2\,\mathrm{Re}\,\mathrm{Tr}\,\Sigma_i^RG_{ii}^<=-i\,\mathrm{Tr}\,\Gamma_iG_{ii}^<,\qquad
2\,\mathrm{Re}\,\mathrm{Tr}\,\Sigma_i^<G_{ii}^\dagger=\mathrm{Tr}\,\Sigma_i^<(G_{ii}^\dagger-G_{ii}),$$

and therefore

$$j_i-j_{i-1}=\mathrm{Tr}\left[\Sigma_i^<(G_{ii}-G_{ii}^\dagger)\right]+i\,\mathrm{Tr}\left[\Gamma_iG_{ii}^<\right],\qquad j_0=j_N=0. \tag{10}$$

The first term is injection and the second is loss. Where both self-energies vanish, the current is the same on either side of the layer.

Suppose that only the contacts have self-energies, with the left one filled, $\Sigma_1^<=i\Gamma_1$, and the right one empty. Then $G_{NN}^<=iG_{N1}\Gamma_1G_{N1}^\dagger$, and (10) at layer $N$ gives

$$j=\mathrm{Tr}\left[\Gamma_NG_{N1}\Gamma_1G_{N1}^\dagger\right]=T, \tag{11}$$

the transmission.

## Cost

An in-place Gauss–Jordan inverse treats $M$ pivots. Each needs one division, $M-1$ multiplications for the pivot row, $(M-1)^2$ for the other entries and $M-1$ for the pivot column. The sum is $M^2$ per pivot, so the inverse costs $M^3$, the same as one matrix product.

The first layer needs one inverse and two products. Each later forward step needs one inverse and six products. In a plain ordering, each backward step takes nine products: three for $W_i$, including $g_i\tau_i$; one each for $W_ig_i$ and $W_ig_i^<$; two for the last term of (3); and two more for (4), whose second term is already available. In units of $M^3$ the total is

$$3+7(N-1)+9(N-1)=16N-13. \tag{12}$$

This count is not minimal. If the forward step forms $\tau_i^\dagger(g_i\tau_i)$ and keeps $g_i\tau_i$, and if $G_{i+1,i+1}\tau_i^\dagger$ is formed once for both $W_i=(g_i\tau_i)(G_{i+1,i+1}\tau_i^\dagger)$ and the first term of (4), a backward step takes seven products and the total falls to $3+14(N-1)=14N-11$. Operations counted during real runs of the nine-product ordering agree with (12): 5312 for $N=6$, $M=4$; 11456 when $N$ is doubled; 42496 when $M$ is doubled instead. A dense inverse of the whole matrix costs $(NM)^3$, or 110592 for $N=12$, $M=4$, before any lesser function is formed. For $N=3$ the dense inverse alone, $27M^3$, is below the $35M^3$ of (12), but (12) includes the lesser blocks. Forming these densely with sources in every layer adds $N^2M^3$ for $G\Sigma^<$, $N^2M^3$ for the diagonal blocks and $N(N-1)M^3$ for the neighbour blocks, which brings the dense total for $N=3$ to $51M^3$. Storage is proportional to $NM^2$.

## Stability and error

**When the sweep exists.** Invertibility of $A$ does not ensure that every $A^{(i)}$ is invertible. Suppose that all eigenvalues of every $\Gamma_i$ are at least $\gamma>0$. For a vector $v$ on the first $i$ layers,

$$\|v\|\,\|A^{(i)}v\|\ge\mathrm{Im}\,v^\dagger A^{(i)}v=\tfrac12v^\dagger\Gamma v\ge\tfrac12\gamma\|v\|^2 .$$

Hence no $A^{(i)}$ has a null vector, and in the spectral norm $\|g_i\|\le2/\gamma$ and $\|G\|\le2/\gamma$. In a ballistic device $\Gamma_i=0$ inside, so this guarantee is lost. The sweep then fails if a cut-off section has a state at energy $E$ that its contact does not damp.

**Rounding in the forward sweep.** Let $\hat g_i$ be the computed, invertible matrices, and define

$$F_i=D_i-\tau_{i-1}^\dagger\hat g_{i-1}\tau_{i-1}-\hat g_i^{-1},$$

without the middle term for $i=1$. Then the $\hat g_i$ satisfy (1) without error for a device with $D_i$ replaced by $D_i-F_i$. With $F$ the block-diagonal matrix of the $F_i$, an otherwise error-free backward sweep returns blocks of $\hat G=(A-F)^{-1}$, and $\hat G-G=\hat GFG$. If $\varepsilon=\max_i\|F_i\|$ and $\varepsilon\|G\|<1$, then $\|\hat G\|\le\|G\|/(1-\varepsilon\|G\|)$, so

$$\|\hat G-G\|\le\frac{\varepsilon\|G\|^2}{1-\varepsilon\|G\|}. \tag{13}$$

The norm of $F$ is the largest of the layer errors, not their sum. For given $\varepsilon$ and $\|G\|$ the bound does not grow with length. It does not include rounding in the backward sweep.

**A singular first layer.** Take two single-orbital layers with $D_1=0$, $D_2=i/2$ eV and $\tau_1=-1$ eV. Then

$$A=\begin{pmatrix}0&1\\1&i/2\end{pmatrix}\ \text{eV},\qquad G=\begin{pmatrix}-i/2&1\\1&0\end{pmatrix}\ \text{eV}^{-1}.$$

The determinant is $-1$ eV², yet $g_1=1/D_1$ does not exist. Replacing $E$ by $E+i\eta$ repairs the sweep at the price of two errors. The first is a bias, $-i\eta(G^2)_{11}$ to first order, of magnitude $3\eta/4$ with $\eta$ in eV and the result in 1/eV. The second is rounding. Since $g_1=1/(i\eta)$ is large, subtracting it from $D_2$ loses digits, with an error of order $u/\eta$, where $u\approx10^{-16}$ is the relative rounding unit. Because $|G_{12}|=1$ eV$^{-1}$, this error passes to $G_{11}$ at the same order. The backward step $G_{11}=g_1+W_1g_1$ cancels two terms of size $1/\eta$ and adds a further error of order $u/\eta$.

For $\eta=10^{-6}$ eV the estimate is $10^{-10}$ eV$^{-1}$. The measured deviation from dense inversion at the same $\eta$ is $6.5\times10^{-11}$ eV$^{-1}$. The bias, $7.5\times10^{-7}$ eV$^{-1}$, is far larger here. The two estimates become equal near $\eta\sim\sqrt u\sim10^{-8}$ eV. Below that, the computed $G_{11}$ is a difference of two numbers of size $1/\eta$ and can only take values on a grid of spacing about $u/\eta$. In this example, as long as $\eta$ stays well above $u$ so that the spacing is below $1/2$, the value $-i/2$ is itself a point of that grid. The result is then either exactly $-i/2$ or off by whole grid steps, and it often comes out exact. That is an accident of the chosen numbers. An exact value off the grid cannot be resolved more finely than the grid spacing, so a smaller $\eta$ is not always better.

If $-i\eta$ is kept as a physical broadening, with $\Gamma=2\eta$, it also injects electrons and needs the partner $\Sigma^<=2i\eta f$ with occupation $f$. Otherwise (10) contains a loss without a source.

## Three sites by hand

Consider three sites of an infinite chain with hopping $-1$ eV, at band centre $E=0$. Each contact contributes $\Sigma^R=-i$ eV, as (14) below confirms. Thus $D_1=D_3=i$, $D_2=0$, and a filled left contact has $\Sigma_1^<=2i$. With energies in eV, the forward sweep gives

$$g_1=\frac1i=-i,\quad g_2=\frac1{0-(-i)}=-i,\quad g_3=\frac1{i-(-i)}=-\frac i2,$$

$$g_1^<=2i,\qquad g_2^<=2i,\qquad g_3^<=\tfrac14(2i)=\tfrac i2 .$$

Going back, $W_2=(-i)(-1)(-i/2)(-1)=-1/2$. Hence $G_{22}=-i+i/2=-i/2$ and

$$G_{22}^<=2i-i-i+\tfrac i2=\tfrac i2 .$$

The left-connected value $2i$ was four times too large. The cut chain reflects all electrons, and the standing wave $e^{ik(n-3)}-e^{-ik(n-3)}$, which vanishes on the removed site $n=3$, has on site 2 an intensity $4\sin^2k$ times that of the incident wave. At band centre $k=\pi/2$ this factor is four; at other energies it is smaller. From (4),

$$G_{32}^<=(-\tfrac i2)(-1)(2i)+(\tfrac i2)(-1)(i)=-1+\tfrac12=-\tfrac12,$$

so $j_2=2(-1)(-\tfrac12)=1$, the full transmission of one open mode.

## A ribbon with a half-width barrier

The ribbon is a square-grid model with effective mass $m=0.2$ electron masses, spacing $a=5$ Å, width $M=8$ and length $N=30$. The nearest-neighbour hopping is $-t$ with $t=1/(2ma^2)=0.762$ eV, and the site energy is $4t$ plus the potential. A barrier of 0.4 eV covers half the width in layers 11 to 20. The potential is prescribed; electron-electron interaction and phonons are left out.

Each lead separates into transverse modes of energy $\epsilon$. Removing one layer from a semi-infinite lead leaves the same lead, so $\Sigma=t^2/(E-\epsilon-\Sigma)$. Setting $\Sigma=-t\lambda$ turns this into

$$\lambda+\lambda^{-1}=(\epsilon-E)/t. \tag{14}$$

For an open mode $\lambda=e^{ika}$ with $\mathrm{Im}\,\lambda>0$, which makes $\mathrm{Im}\,\Sigma<0$; for a closed mode $|\lambda|<1$. For the chain above, $\epsilon=E$ gives $\lambda=i$. The mode thresholds are $\epsilon-2t=0.0919$, 0.3565 and 0.7620 eV for the lowest three, so two modes are open at $E=0.5$ eV.

The grid itself introduces an error. The longitudinal energy $2t(1-\cos ka)$ falls below the continuum value $k^2/2m$ by a fraction $(ka)^2/12$ at leading order. In the lowest mode, $\cos ka=1-(0.5-0.0919)/1.524=0.732$, so $ka=0.75$ and the fraction is about 5 per cent of the continuum value.

Without the barrier the transmission is 2. With it, the recursion gives $T=1.0002$, in agreement with the dense evaluation of the transmission trace. The current varies by $1.2\times10^{-14}$ between bonds. The retarded and lesser diagonal blocks differ from the dense ones by at most $2.1\times10^{-15}$ eV$^{-1}$. These small figures measure the algebra, not the accuracy of the grid model.

Each of the two transmission eigenvalues is at most one, so a total above one requires both to be nonzero. That the total lies so near one suggests a single well-transmitted channel beside the barrier; this reading is a conjecture, since the eigenvalues were not computed separately.

The densities of states per spin, and their parts filled from the left, are:

| Layer | Total (1/eV) | Filled (1/eV) |
|---:|---:|---:|
| 1 | 1.183 | 1.008 |
| 10 | 1.077 | 0.901 |
| 15 | 0.360 | 0.188 |
| 21 | 1.077 | 0.176 |
| 30 | 1.183 | 0.175 |

In layer 15 the total is 9.81 per hartree. The device is mirror symmetric, so the part filled from the right in layer 10 must equal the part filled from the left in layer 21. Indeed $1.077-0.901=0.176$. This checks the lesser sweep against the retarded one with the printed values alone. The check's output gives the remaining numerical checks.

## Computed results

```
random device, 6 unequal layers: largest deviations from dense
  G diagonal 3.5e-16 1/eV, Gless diagonal 6.7e-16 1/eV
  left-connected 3.4e-16, bond 3.2e-16 1/eV
  continuity residual 1.0e-15 (dimensionless)
counted multiplications and divisions (both sweeps, with bonds)
  N =  3, M = 4: 2240
  N =  6, M = 4: 5312
  N = 12, M = 4: 11456
  N =  6, M = 8: 42496
  dense inverse alone, N = 12, M = 4: 110592
two-site failure case: det A = -1.000 eV^2
  with eta = 1e-06 eV: deviation 6.5e-11 1/eV
three-site chain, hopping -1 eV, E = 0: imaginary parts in 1/eV
  site 1: g, gless, G, Gless = -1.000 2.000 -0.500 0.500
  site 2: g, gless, G, Gless = -1.000 2.000 -0.500 0.500
  site 3: g, gless, G, Gless = -0.500 0.500 -0.500 0.500
  bond currents: 1.000 1.000
ribbon: mass 0.2 m_e, spacing 5.0 angstrom, M = 8, N = 30
  hopping energy 0.76200 eV, E = 0.5 eV, barrier 0.4 eV
  lowest mode thresholds (eV): 0.0919 0.3565 0.7620
  open modes 2, clean transmission 2.000000
  contact deviation from decimation 3.2e-08 eV
  full-width barrier: recursion 0.088396, closed formula 0.088396
  half-width barrier: recursion 1.000241, dense trace 1.000241
  current spread over all bonds 1.2e-14
  largest block deviation from dense 2.1e-15 1/eV
  equilibrium deviation 1.2e-15 1/eV
layer: density of states, part filled from left (1/eV per spin)
   1: 1.18338 1.00797
   5: 0.47245 0.29705
  10: 1.07651 0.90085
  11: 0.67019 0.49381
  15: 0.36038 0.18788
  20: 0.67019 0.17638
  21: 1.07651 0.17566
  25: 0.57011 0.17540
  30: 1.18338 0.17540
  layer 15 density of states: 9.8065 1/hartree
```
